# Marcus and Pekar partitions of nonequilibrium polarisation in a spherical cavity, part 1

(Sections cited here and not found follow in the second part.)

## The decision

A vertical excitation or ionisation energy in solution, computed with a dielectric continuum, needs a rule for the part of the solvent polarisation that stays frozen while the solute's charge jumps. The Marcus partition divides the equilibrium surface charge in the ratio of slow to fast susceptibility. The Pekar partition freezes whatever is left after the response of a purely optical dielectric has been subtracted. For a spherical cavity the net frozen charges of an ion differ by a factor equal to the optical dielectric constant, and the energy expressions have different numbers of terms. One has to decide whether the choice matters and which energy expression belongs to which charges. For a spherical cavity the two partitions split the charge differently but have the same total charge and the same free energy, provided each is used with its own energy expression.

## Model and free energy

Hartree atomic units and Gaussian electrostatics are used. The cavity is a vacuum sphere of radius \(a\), and \(\mathbf n\) is the unit normal pointing out of it. The solute charge lies wholly inside and has the vacuum potential \(V\). Outside is a local, linear, uniform dielectric with static constant \(\varepsilon_s\) and optical constant \(\varepsilon_\infty\), \(\varepsilon_s>\varepsilon_\infty>1\). Its polarisation is \(\mathbf P=\mathbf P_f+\mathbf P_s\), a fast (electronic) and a slow (nuclear) part, with
\[ \chi_f=\frac{\varepsilon_\infty-1}{4\pi},\qquad \chi_s=\frac{\varepsilon_s-\varepsilon_\infty}{4\pi}. \]
The two parts are assumed to interact through their Coulomb fields alone. The solute has the density \(\rho_0\) in equilibrium with the solvent and jumps to a given \(\rho_1\) with \(\mathbf P_s\) unchanged.

The bound charge is \(-\nabla\cdot\mathbf P\) in the volume and \(\sigma=-\mathbf P\cdot\mathbf n\) on the surface; \(\rho_b\) denotes both and \(\psi\) their potential. The divergence theorem for \(w\mathbf P\) over the exterior, whose outward normal at the cavity is \(-\mathbf n\), gives for any potential \(w\)
\[ \int_{\rm out}\mathbf P\cdot\nabla w=-\int_{\rm out} w\,\nabla\cdot\mathbf P-\oint w\,\mathbf P\cdot\mathbf n=\int\rho_b\,w . \tag{1} \]
The surface at infinity drops out because \(w\) falls at least as \(r^{-1}\) and \(\mathbf P\) as \(r^{-2}\).

Polarising a volume element reversibly along \(\mathbf P=\chi\mathbf E\) costs \(\int\mathbf E\cdot d\mathbf P=P^2/2\chi\). Adding the interaction of the bound charge with the solute and with itself gives the solvation free energy, without the solute's own energy:
\[ G[\mathbf P_f,\mathbf P_s;\rho]=\int_{\rm out}\Big(\frac{P_f^2}{2\chi_f}+\frac{P_s^2}{2\chi_s}\Big)+\int\rho_bV+\frac12\int\rho_b\psi . \tag{2} \]
Vary \(\mathbf P_f\). The Coulomb kernel is symmetric, so the last term changes by \(\int\delta\rho_b\,\psi\), and (1) turns the first-order change into
\[ \delta G=\int_{\rm out}\delta\mathbf P_f\cdot\big(\mathbf P_f/\chi_f+\nabla V+\nabla\psi\big). \]
Stationarity means \(\mathbf P_f=\chi_f\mathbf E\) with \(\mathbf E=-\nabla\varphi\), \(\varphi=V+\psi\); varying \(\mathbf P_s\) likewise gives \(\mathbf P_s=\chi_s\mathbf E\). The second-order change, \(\int\delta P_f^2/2\chi_f+\int\delta P_s^2/2\chi_s+\frac1{8\pi}\int|\nabla\delta\psi|^2\), is positive, so the stationary point is the unique minimum. The nonequilibrium free energy \(G_{\rm neq}\) is the minimum of (2) over \(\mathbf P_f\) at \(\rho=\rho_1\), with \(\mathbf P_s=\chi_s\mathbf E_0\) taken from the initial equilibrium.

The solute enters (2) through \(\int\rho_bV\). When \(\rho\) changes slightly, each polarisation is either fixed or at a minimum, so it contributes nothing to first order and \(dG=\int\rho_b\,dV\). Hence \(G_{\rm neq}\) is the reversible work of charging from \(0\) to \(\rho_0\) with full response and then from \(\rho_0\) to \(\rho_1\) with \(\mathbf P_s\) held.

## All bound charge lies on the surface

Outside the cavity there is no solute charge, so \(\nabla\cdot\mathbf E=-4\pi\nabla\cdot\mathbf P\). Initially \(\mathbf P=(\chi_f+\chi_s)\mathbf E_0\), which gives \(\varepsilon_s\nabla\cdot\mathbf E_0=0\); therefore \(\nabla\cdot\mathbf P_s=0\), before and after the jump. Finally \(\nabla\cdot\mathbf E_1=-4\pi\chi_f\nabla\cdot\mathbf E_1\), so \(\varepsilon_\infty\nabla\cdot\mathbf E_1=0\) and \(\nabla\cdot\mathbf P_f=0\). Each polarisation acts through a surface charge.

Expand all surface functions in real orthonormal harmonics \(Y_{lm}\), so that \(\langle\sigma,V\rangle\equiv\oint\sigma V=a^2\sum_{lm}\sigma_{lm}V_{lm}\). Indices are dropped within one channel. A surface charge \(\sigma Y_{lm}\) has the potential \(u\,(r/a)^lY_{lm}\) inside and \(u\,(a/r)^{l+1}Y_{lm}\) outside, the regular solutions of Laplace's equation that join at \(r=a\). The radial fields at the surface are \(-lu/a\) and \((l+1)u/a\), and their jump \((2l+1)u/a\) must equal \(4\pi\sigma\):
\[ u=S_l\,\sigma,\qquad S_l=\frac{4\pi a}{2l+1}. \tag{3} \]
Since \(S_l\) is a number in each channel, \(\langle\sigma,u'\rangle=\langle\sigma',u\rangle\) for any two surface charges.

## Response of the fast polarisation

The solute potential outside is \(V(a/r)^{l+1}Y_{lm}\), because its sources are inside. With slow and fast charges present, the radial field just outside the surface is \(E_{\rm out}=(l+1)(V+u_s+u_f)/a\). The fast charge is \(\sigma_f=-\chi_fE_{\rm out}\). Multiplying by \(S_l\),
\[ u_f=-\kappa\,(V+u_s+u_f),\qquad \kappa=\frac{(l+1)(\varepsilon_\infty-1)}{2l+1}. \]
Solving, \(u_f=-\frac{\kappa}{1+\kappa}(V+u_s)\). With \(1+\kappa=[(l+1)\varepsilon_\infty+l]/(2l+1)\),
\[ u_f=-f_\infty\,(V+u_s),\qquad f_l(\varepsilon)=\frac{(l+1)(\varepsilon-1)}{(l+1)\varepsilon+l}, \tag{4} \]
where \(f_\infty=f_l(\varepsilon_\infty)\) and \(f_s=f_l(\varepsilon_s)\). The fast medium screens the slow surface charge as it screens the solute, because it feels the exterior field, which is fixed by the sum \(V+u_s\).

In equilibrium the same argument holds for the whole charge with \(\chi_f+\chi_s=(\varepsilon_s-1)/4\pi\) and nothing frozen, so \(u_0=-f_sV_0\). For \(l=0\) the factor is Born's \(1-1/\varepsilon\), and for \(l=1\) it is Onsager's \(2(\varepsilon-1)/(2\varepsilon+1)\).

## The two sets of charges

In the Marcus partition the charges are those of \(\mathbf P_s\) and \(\mathbf P_f\). Initially both are proportional to \(\mathbf E_0\), so the slow share is \(\chi_s/(\chi_f+\chi_s)\):
\[ u_s=-w f_sV_0,\quad w=\frac{\varepsilon_s-\varepsilon_\infty}{\varepsilon_s-1},\qquad u_{f,i}=-f_\infty(V_i+u_s),\ \ i=0,1 . \tag{5} \]
Equation (4) holds for \(i=0\) as well, since \(\mathbf P_f=\chi_f\mathbf E\) in both states.

In the Pekar partition the dynamic charge is defined as the response of a dielectric \(\varepsilon_\infty\) to the solute alone, and the inertial charge is the remainder at equilibrium, then frozen:
\[ u_{{\rm dyn},i}=-f_\infty V_i,\qquad u_{\rm in}=u_0-u_{{\rm dyn},0}=-(f_s-f_\infty)V_0 . \tag{6} \]

To relate them, write \(D_s=(l+1)\varepsilon_s+l\) and \(D_\infty=(l+1)\varepsilon_\infty+l\). First, \(1-f_\infty=[D_\infty-(l+1)\varepsilon_\infty+l+1]/D_\infty=(2l+1)/D_\infty\). Second, \(f_s-f_\infty=(l+1)N/(D_sD_\infty)\) with
\[ N=(\varepsilon_s-1)D_\infty-(\varepsilon_\infty-1)D_s . \]
The first product is \((l+1)\varepsilon_s\varepsilon_\infty+l\varepsilon_s-(l+1)\varepsilon_\infty-l\) and the second is \((l+1)\varepsilon_s\varepsilon_\infty+l\varepsilon_\infty-(l+1)\varepsilon_s-l\), so \(N=(2l+1)(\varepsilon_s-\varepsilon_\infty)\). Since \(wf_s=(l+1)(\varepsilon_s-\varepsilon_\infty)/D_s\), it follows that \(f_s-f_\infty=(1-f_\infty)\,wf_s\), that is
\[ u_{\rm in}=(1-f_\infty)\,u_s,\qquad \frac{\sigma_s}{\sigma_{\rm in}}=\frac{(l+1)\varepsilon_\infty+l}{2l+1}. \tag{7} \]
The inertial charge is the slow charge together with the fast charge \(-f_\infty\sigma_s\) that it induces. The ratio equals \(1+\kappa\), which exceeds one for \(\varepsilon_\infty>1\), so the frozen charges differ in every channel with \(V_0\ne0\). The factor \((l+1)/(2l+1)\) in \(\kappa\) falls from \(1\) to \(\tfrac12\), so the ratio falls from \(\varepsilon_\infty\) at \(l=0\) towards \((\varepsilon_\infty+1)/2\).

The totals after the jump agree:
\[ u_s+u_{f,1}=-f_\infty V_1+(1-f_\infty)u_s=u_{{\rm dyn},1}+u_{\rm in}. \tag{8} \]
The piece \(-f_\infty\sigma_s\) is counted as fast by Marcus and as inertial by Pekar. It is electronic in nature, yet it does not change in the jump, since its source is frozen.

## The Marcus energy

Evaluate (2) at the nonequilibrium minimum. With \(\mathbf P_s=\chi_s\mathbf E_0=-\chi_s\nabla\varphi_0\) and (1),
\[ \int\frac{P_s^2}{2\chi_s}=-\frac12\int\mathbf P_s\cdot\nabla\varphi_0=-\frac12\langle\sigma_s,V_0+u_s+u_{f,0}\rangle . \]
The potential here is the initial one, which created \(\mathbf P_s\). The fast polarisation follows the final field, so \(\int P_f^2/2\chi_f=-\frac12\langle\sigma_{f,1},V_1+u_s+u_{f,1}\rangle\). The Coulomb terms of (2) are
\[ \langle\sigma_s+\sigma_{f,1},V_1\rangle+\tfrac12\langle\sigma_s,u_s\rangle+\langle\sigma_s,u_{f,1}\rangle+\tfrac12\langle\sigma_{f,1},u_{f,1}\rangle , \]
where the two cross terms were merged by the symmetry noted after (3). In the sum, \(\langle\sigma_s,u_s\rangle\) and \(\langle\sigma_{f,1},u_{f,1}\rangle\) cancel. The term \(\langle\sigma_{f,1},V_1\rangle\) has weight \(1-\frac12\). The term \(\langle\sigma_s,u_{f,1}\rangle\) has weight \(1-\frac12\), the \(-\frac12\) coming from \(\langle\sigma_{f,1},u_s\rangle\). What remains is
\[ G_M=\tfrac12\langle\sigma_{f,1},V_1\rangle+\langle\sigma_s,V_1-\tfrac12V_0\rangle+\tfrac12\langle\sigma_s,u_{f,1}-u_{f,0}\rangle=G_{\rm neq}. \tag{9} \]
These are the fast, slow and coupling terms.

## The Pekar energy

Pekar's rule, inertial charge fixed and dynamic charge following the solute, is used in the charging work. In the first stage \(V=\eta V_0\) and \(\sigma=\eta\sigma_0\), so the work is \(\int_0^1\eta\,d\eta\,\langle\sigma_0,V_0\rangle=\frac12\langle\sigma_{\rm in}+\sigma_{{\rm dyn},0},V_0\rangle\). In the second, \(V=V_0+\eta(V_1-V_0)\); the dynamic charge is linear in \(\eta\) and averages to the mean of its end values, so the work is
\[ \langle\sigma_{\rm in},V_1-V_0\rangle+\tfrac12\langle\sigma_{{\rm dyn},0}+\sigma_{{\rm dyn},1},V_1-V_0\rangle . \]
The cross terms \(\langle\sigma_{{\rm dyn},0},V_1\rangle\) and \(\langle\sigma_{{\rm dyn},1},V_0\rangle\) both equal \(-a^2f_\infty V_0V_1/S_l\) per channel and cancel. The terms \(\pm\frac12\langle\sigma_{{\rm dyn},0},V_0\rangle\) cancel between the stages, leaving
\[ G_P=\tfrac12\langle\sigma_{{\rm dyn},1},V_1\rangle+\langle\sigma_{\rm in},V_1-\tfrac12V_0\rangle . \tag{10} \]
No coupling term appears, because the dynamic charge does not respond to the inertial one.

## Equality

Per channel \(\langle\sigma,V\rangle=(a^2/S_l)\,uV\). From (5), \(u_{f,1}-u_{f,0}=-f_\infty(V_1-V_0)\), so
\[ \frac{S_l}{a^2}G_M=-\tfrac12f_\infty V_1(V_1+u_s)+u_s\big(V_1-\tfrac12V_0\big)-\tfrac12f_\infty u_s(V_1-V_0). \]
The terms in \(f_\infty u_s\) are \(-\frac12V_1-\frac12V_1+\frac12V_0=-(V_1-\frac12V_0)\). Therefore
\[ \frac{S_l}{a^2}G_M=-\tfrac12f_\infty V_1^2+(1-f_\infty)u_s\big(V_1-\tfrac12V_0\big)=\frac{S_l}{a^2}G_P , \tag{11} \]
by (6) and (7). The equality holds channel by channel. Pekar's inertial term is Marcus's slow term plus the coupling term plus the part \(-\frac12f_\infty u_sV_1\) of the fast term.

Inserting \(u_{\rm in}\) and adding and subtracting \(\frac12(f_s-f_\infty)V_1^2\),
\[ -\tfrac12f_\infty V_1^2-(f_s-f_\infty)\big(V_0V_1-\tfrac12V_0^2\big)=-\tfrac12f_sV_1^2+\tfrac12(f_s-f_\infty)(V_1-V_0)^2 . \]
The first term is the equilibrium solvation energy of the final solute, so
\[ G_{\rm neq}=G_{\rm eq}(\rho_1)+\lambda,\qquad \lambda=\frac12\sum_{lm}\frac{a^2}{S_l}(f_s-f_\infty)(V_1-V_0)^2\ge0 . \tag{12} \]
For a central charge changing by \(\Delta q\), \(Y_{00}=1/\sqrt{4\pi}\) gives \(V_1-V_0=\sqrt{4\pi}\,\Delta q/a\), and \(a^2/S_0=a/4\pi\), so the reorganisation energy is \(\lambda=(\Delta q^2/2a)(1/\varepsilon_\infty-1/\varepsilon_s)\), with the Pekar factor in brackets.

A quantum solute treated self-consistently needs the derivative with respect to \(\rho_1\) at fixed \(V_0\). Differentiating the three Marcus terms gives \((a^2/S_l)[-f_\infty V_1-\frac12f_\infty u_s+u_s-\frac12f_\infty u_s]=a^2(\sigma_s+\sigma_{f,1})\), and (10) gives \(a^2(\sigma_{\rm in}+\sigma_{{\rm dyn},1})\). By (8) these are equal, so both partitions put the potential of the total surface charge into the solute's Hamiltonian. The coupling term supplies half of the screening of \(u_s\) in this derivative.

For a spherical cavity, the Marcus and Pekar partitions freeze different charges but give the same total surface charge and the same nonequilibrium free energy, each with its own energy expression. What remains is to examine the errors from mismatched expressions, the limits and conditions of the result, and two numerical examples.
